# Scaled island-size distributions can collapse when temperature changes

## Definitions and conventions

Atoms land on a flat surface at a constant flux \(F\), in monolayers per second (ML/s), diffuse and form islands. Desorption, coalescence and landing directly on an island are neglected. The coverage \(\theta=Ft\) serves as the clock. Let \(n_1\) be the density of single adatoms and \(n_s\) that of islands of \(s\ge 2\) atoms, both per lattice site. The island density and mean size are

\[
N=\sum_{s\ge2}n_s,\qquad S=\frac1N\sum_{s\ge2}s\,n_s=\frac{\theta-n_1}{N}\simeq\frac{\theta}{N}.
\]

The last form holds when few atoms are still single. The scaled distribution \(f\) is defined by

\[
n_s=\frac{\theta}{S^2}\,f(u),\qquad u=\frac sS .
\]

Curves "collapse" if different growth conditions give the same \(f\). To compare two of them I use the cumulative share \(\Phi(u)\), the fraction of islands smaller than \(uS\), and call the largest vertical gap between two such curves their distance. Size \(s\) is spread evenly from \(s-\tfrac12\) to \(s+\tfrac12\).

The critical size \(i\) is the size of the largest cluster that is not stable. For \(i=1\) a dimer is stable; for \(i=2\) dimers break up and trimers are stable.

The claim to be refuted is: "A change of temperature changes adatom mobility, island density and mean size, so it must also change \(f\)."

## The model for the counter-example

Let \(D\) be the adatom diffusion coefficient in sites per second and \(R=D/F\). Islands of size \(s\) capture adatoms at the rate \(D\sigma_s n_1n_s\). In this mean-field model

\[
\sigma_s=\sigma\,C(s/S),\qquad C(u)=a+(1-a)u .
\]

The function \(C\) is the capture number relative to its mean. It carries what the model knows about island shape and spatial arrangement. Since the mean of \(u\) over the islands is one, the mean of \(C\) is \(a+(1-a)=1\), so \(\sum_{s\ge2}\sigma_sn_s=\sigma N\).

Two adatoms form a dimer at the rate \(D\sigma n_1^2\), and a dimer breaks up at the rate \(F\gamma\). Dividing every rate by \(F\) gives

\[
\frac{dn_1}{d\theta}=1-2R\sigma n_1^2-R\sigma n_1N+2\gamma n_2,
\]
\[
\frac{dn_2}{d\theta}=R\sigma n_1^2-R\sigma C(2/S)\,n_1n_2-\gamma n_2,
\]
\[
\frac{dn_s}{d\theta}=R\sigma n_1\left[C\!\left(\tfrac{s-1}{S}\right)n_{s-1}-C\!\left(\tfrac sS\right)n_s\right],\quad s\ge3 .
\]

The factors 2 appear because a dimer takes up or releases two adatoms.

Detailed balance fixes \(\gamma\). On a triangular lattice a dimer has three orientations per site. With bond energy \(E_2\) and \(x=e^{-E_2/kT}\), equilibrium requires \(n_2=3n_1^2/x\). Setting formation equal to break-up, \(R\sigma n_1^2=\gamma n_2\), gives

\[
\gamma=\frac{R\sigma x}{3}.
\]

Whether dimers are stable depends on the ratio of their break-up rate to their growth rate,

\[
r=\frac{\gamma}{R\sigma C(2/S)n_1}=\frac{x}{3C(2/S)\,n_1}.
\]

The hop rate is \(h=\nu e^{-E_d/kT}\). With lattice spacing \(b\), the diffusion coefficient is \(hb^2/4\) and the area per site is \(\sqrt3\,b^2/2\), so \(D=h/(2\sqrt3)\) in sites per second.

The parameters are round model values: \(\nu=10^{13}\ \mathrm{s^{-1}}\), \(E_d=0.24\) eV, \(E_2=0.30\) eV, \(F=0.1\) ML/s, \(\theta=0.1\) ML, \(\sigma=5\) and \(a=\tfrac12\). The equations are integrated with reversible dimers, while islands of three or more atoms never break up. The capture law is assumed to depend on \(s/S\), but the choice between \(i=1\) and \(i=2\) and the form of the size distribution are left to the equations.

## The counter-example

Heat the surface from 180 K to 210 K. The numerical output gives:

| | 180 K | 210 K |
|---|---|---|
| \(R\) | \(5.50\times10^6\) | \(5.02\times10^7\) |
| \(N\) per site | \(2.16\times10^{-3}\) | \(1.04\times10^{-3}\) |
| \(S\) in atoms | 46.4 | 95.8 |
| \(r\) | 0.00015 | 0.011 |
| share below \(S/2\) | 0.300 | 0.302 |
| share above \(2S\) | 0.100 | 0.102 |

The ratio \(R\) rises by the factor \(50.2/5.50\simeq9.1\) and the mean size doubles. Yet the distance between the scaled curves is 0.011. Temperature has changed the scale of the island sizes and left the shape of their distribution nearly untouched.

Both curves lie close to the triangle

\[
f(u)=\tfrac23\left(1-\tfrac u3\right),\quad 0<u<3,
\]

which is derived below. Their distances from it are 0.021 and 0.011. One source of deviation is that real islands start at two atoms. At \(u=1.5/S\) the numerical share is still zero, while the triangle already contains about \(\tfrac23\times1.5/S=1/S\), which is 0.022 and 0.010 in the two cases. At 180 K this is the largest gap. At 210 K a gap of 0.011 near \(u=1.7\), where the numerical cumulative curve lies above that of the triangle, is slightly larger.

Further heating does change the curve. At 330 K the ratio \(r\) is 38, so most dimers break up before they grow. The share above \(2S\) drops to 0.029, and the distance from the 210 K curve is 0.074. From 330 K to 350 K, however, the curve hardly moves: the distance is 0.005, although \(S\) grows from 1449 to 2135 atoms.

To separate temperature from critical size, keep 330 K and raise the dimer bond to 0.60 eV. Then \(r=0.003\), dimers are stable again, and the distribution returns to the triangle, with a distance of only 0.005. The change on heating therefore came from the loss of dimer stability, not from temperature as such.

## The correct general statement

Let the capture law \(C(u)\) and the critical size \(i\) be the same at two temperatures, and let each hold throughout the growth that shapes the distribution. Then, in mean field and to leading order at large \(S\), both temperatures give the same \(f\). It is determined by

\[
(C-zu)\,f'=(2z-1-C')\,f,\qquad f(0)=\frac{1-z}{C(0)},\qquad z=\frac{i+1}{i+2}.
\]

Neither \(R\) nor any binding energy appears. Because \(C\) is defined relative to its mean, it must satisfy \(\int Cf\,du=1\). The linear law does so automatically, but an arbitrary function does not: \(C=\tfrac12+\tfrac12\sqrt u\) with \(z=\tfrac23\) gives \(\int uf\,du=0.96\). The condition on \(C\) matters: if warming changes the island shapes in a way that changes \(C\), the statement promises no collapse.

## Proof

**Where temperature enters.** In the rate equations temperature appears in \(R\) and \(\gamma\) alone, since \(\sigma\) and \(C\) are taken as fixed. This already gives a special case without any approximation of the equations. If dimer break-up is absent, two temperatures with the same \(R\) have identical \(n_s(\theta)\). Raising the flux at 210 K by the factor 9.1 would restore the 180 K value of \(R\). The general statement is stronger, because there \(R\) may differ.

**Normalization.** For large \(S\), sums over \(s\) become integrals with \(ds=S\,du\). Counting islands and atoms gives

\[
N=\frac{\theta}{S}\int f\,du,\qquad \theta=\theta\int u f\,du .
\]

With \(NS=\theta\), both integrals equal one. These two conditions follow from the definition of \(f\) and hold for many different curves, so they do not prove collapse.

**The growth of \(N\).** After a short initial stage the adatom density changes slowly, and nearly all arriving atoms are captured by islands. The adatom equation reduces to

\[
1=R\sigma n_1N,\qquad\text{so}\qquad n_1=\frac1{R\sigma N}.
\]

For \(i=1\) every dimer counts as a new island:

\[
\frac{dN}{d\theta}=R\sigma n_1^2=\frac{1}{\sigma RN^2}
\quad\Rightarrow\quad \frac{N^3}{3}=\frac{\theta}{\sigma R}
\quad\Rightarrow\quad N=\left(\frac{3\theta}{\sigma R}\right)^{1/3}.
\]

For \(i=2\) dimers are in equilibrium with adatoms, \(n_2=3n_1^2/x\), and a stable island is born when a dimer captures an adatom. The dimers themselves are a negligible part of \(N\) (at 330 K and 350 K less than 0.1% at the final coverage, and about 1% at a hundredth of it), so \(N\) grows at the rate of trimer formation. Since \(2/S\) is small, \(C(2/S)\simeq C(0)=a\), and

\[
\frac{dN}{d\theta}=R\sigma a\,n_1n_2=\frac{3aR\sigma n_1^3}{x}=\frac{3a}{x\sigma^2R^2N^3}
\quad\Rightarrow\quad
N=\left(\frac{12a\theta}{x\sigma^2R^2}\right)^{1/4}.
\]

For general \(i\), the density of critical clusters in equilibrium is proportional to \(n_1^i\), with a factor that depends on temperature but not on coverage. Capture of one more adatom gives \(dN/d\theta\propto n_1^{i+1}\propto N^{-(i+1)}\), hence

\[
N\propto\theta^{1/(i+2)},\qquad S=\frac\theta N\propto\theta^{z},\qquad z=1-\frac1{i+2}=\frac{i+1}{i+2}.
\]

Temperature sits in the prefactors of these power laws, and the exponent depends on \(i\) alone. This is the central point of the proof, because the equation for \(f\) will need only the exponent.

**The equation for \(f\).** For large \(s\) the difference in the growth equation becomes a derivative. With \(R\sigma n_1=1/N=S/\theta\),

\[
\frac{\partial n_s}{\partial\theta}=-\frac S\theta\,\frac{\partial}{\partial s}\left(C\,n_s\right).
\]

Insert \(n_s=\theta S^{-2}f(u)\). From \(S\propto\theta^z\) follow \(dS/d\theta=zS/\theta\) and, at fixed \(s\), \(\partial u/\partial\theta=-zu/\theta\). The left side is therefore

\[
\frac{\partial}{\partial\theta}\left(\frac{\theta f}{S^2}\right)=\frac1{S^2}\left[f-2zf-zuf'\right].
\]

On the right, \(\partial/\partial s=S^{-1}d/du\), so

\[
-\frac S\theta\cdot\frac1S\cdot\frac{\theta}{S^2}\,(Cf)'=-\frac1{S^2}(Cf)' .
\]

The factor \(S^{-2}\) cancels, and with it the last trace of \(R\) and \(x\):

\[
(1-2z)f-zuf'+C'f+Cf'=0 .
\]

Collecting \(f'\) on one side gives the stated equation.

**The value at zero.** New islands enter the distribution at its lower end. Their birth rate equals the growth flux there:

\[
\frac{dN}{d\theta}=\frac{C(0)}{N}\,\frac{\theta f(0)}{S^2}=\frac{C(0)f(0)N}{\theta},
\]

where \(S=\theta/N\) was used. Since \(N\propto\theta^{1-z}\), the left side is \((1-z)N/\theta\). Hence \(f(0)=(1-z)/C(0)\). A first-order equation with a given starting value has one solution,

\[
f(u)=\frac{1-z}{C(0)}\exp\int_0^u\frac{2z-1-C'(w)}{C(w)-zw}\,dw ,
\]

as long as \(C(w)>zw\).

So far \(f\) was taken to be independent of \(\theta\). This is justified because the continuum growth equation is of first order: with \(S(\theta)\) known, each island follows a fixed growth path from its birth at the lower end. With no islands at \(\theta=0\) and the birth rate \(dN/d\theta\) given, the equation therefore has only one solution. The form \(n_s=\theta S^{-2}f(s/S)\) with the \(f\) just found satisfies the equation and both conditions, so it is that solution. This proves the statement.

The denominator has a direct meaning. An island grows on average as \(ds/d\theta=C/N\), so its scaled size obeys \(du/d\theta=(C-zu)/\theta\). It climbs from near zero towards the first point \(u_m\) where \(C(u_m)=zu_m\), and in this continuum description it does not pass it. Thus \(f=0\) beyond \(u_m\).

## The linear capture law solved

For \(C=a+(1-a)u\) with \(a+z>1\),

\[
C-zu=a-(a+z-1)u=a\left(1-\frac u{u_m}\right),\qquad u_m=\frac{a}{a+z-1}.
\]

Because \(C'=1-a\), the numerator is \(2z-1-(1-a)=2z-2+a\). Therefore

\[
\frac{f'}f=\frac{2z-2+a}{a\,(1-u/u_m)}
\quad\Rightarrow\quad
f=\frac{1-z}{a}\left(1-\frac u{u_m}\right)^q,
\]
\[
q=-\frac{u_m(2z-2+a)}{a}=\frac{2-2z-a}{a+z-1}=u_m-2 .
\]

Integration gives \(\Phi(u)=1-(1-u/u_m)^{u_m-1}\), where the prefactor is one because \(u_m-1=(1-z)u_m/a\).

Take \(a=\tfrac12\). For \(i=1\), \(z=\tfrac23\), so \(u_m=\tfrac12/\tfrac16=3\), \(q=1\) and \(f(0)=\tfrac23\): the triangle. Its share above \(2S\) is \((1-\tfrac23)^2=0.111\). For \(i=2\), \(z=\tfrac34\), so \(u_m=\tfrac12/\tfrac14=2\), \(q=0\) and \(f=\tfrac12\) for \(0<u<2\): a box, with no islands above \(2S\). The two cumulative curves differ most at \(u=2\), by \(1/9=0.111\).

The 330 K and 350 K curves lie 0.029 and 0.024 from the box. These distances equal the shares found above \(2S\), so the error sits at the sharp edge. Two effects contribute. The derivative used in the proof omits the randomness of growth by single atoms, which blurs such an edge. In addition, islands born early, before the power laws hold, can end up slightly above \(2S\). If every island is made to follow its mean growth path, this second effect alone gives shares of 0.010 at 330 K and 0.006 at 350 K. It does not vanish as \(S\) grows. Since \(r\propto N\) was smaller early in the growth, the \(i=2\) law is reached only for \(r\to\infty\): at fixed final \(r=38\) this share rises towards about 0.017 at large \(S\), and at \(r\simeq75\) the limit is 0.011. The smaller error at 350 K comes mostly from this part, in line with the larger \(r\).

## Finite size: the density exponent

The leading law gives \(N=(0.3/(5\times5.504\times10^6))^{1/3}=2.22\times10^{-3}\) at 180 K, about 3% above the numerical value. The reason is that nucleation itself consumes two adatoms. Write \(N'=dN/d\theta\). For stable dimers the steady adatom balance is then

\[
R\sigma n_1N=1-2N',\qquad N'=R\sigma n_1^2=\frac{(1-2N')^2}{\sigma RN^2}\simeq\frac{1-4N'}{\sigma RN^2}.
\]

Multiplying by \(N^2\) and integrating from \(N=0\) gives

\[
N^3+\frac{12N}{\sigma R}=\frac{3\theta}{\sigma R}.
\]

This yields \(2.152\times10^{-3}\) against the numerical \(2.157\times10^{-3}\). To find the local exponent, set \(K=1/(\sigma R)\) and differentiate, \(N'(N^2+4K)=K\). With \(K\theta=N^3/3+4KN\),

\[
\frac{\theta N'}{N}=\frac{N^2/3+4K}{N^2+4K}=\frac13+\frac{8K/3}{N^2+4K}\simeq\frac13+\frac{8}{9S},
\]

where the last step uses the leading result \(K/N^2=N'=N/(3\theta)=1/(3S)\). The exponent measured between half and full coverage is 0.356 at 180 K and 0.344 at 210 K; the corrected law gives 0.359 and 0.346 over the same interval. With the strong bond at 330 K, where \(S=472\), it is 0.335. An exponent above \(1/3\) at small \(S\) thus need not signal a new critical size.

## Where collapse fails

**Between two critical sizes.** Suppose dimers are in a steady state but not necessarily in equilibrium. Then \(n_2(R\sigma C(2/S)n_1+\gamma)=R\sigma n_1^2\), and trimers form at the rate

\[
R\sigma C(2/S)n_1n_2=\frac{R\sigma n_1^2}{1+r}.
\]

For \(r\ll1\) this is the \(i=1\) rate; for \(r\gg1\) it is the \(i=2\) rate. In between, \(r\propto1/n_1\propto N\) grows during deposition, so \(N\) follows no single power law and the proof does not apply. At 270 K, \(r=2.3\), and the curve lies 0.042 from the triangle and 0.069 from the box.

**At still higher temperature.** The \(i=2\) regime needs stable trimers. A compact trimer has two orientations per site and three bonds, so in equilibrium \(n_3=2n_1^3/x^3\). Balancing its break-up against \(R\sigma C(2/S)n_1n_2\) with \(n_2=3n_1^2/x\) gives a break-up rate \(\tfrac32R\sigma C(2/S)x^2\). Divided by the trimer growth rate \(R\sigma C(3/S)n_1\), this is about \(1.5x^2/n_1\). At 350 K the ratio is 0.008, so neglecting trimer break-up is justified there.

**When the capture law changes.** Keep \(i=1\) and take \(a=\tfrac23\). Then \(u_m=\tfrac23/\tfrac13=2\), \(q=0\) and \(f(0)=\tfrac12\): the box again. At 330 K with the strong bond, the numerical curve lies 0.025 from the box and 0.087 from the triangle. A change of \(C\) alone can therefore destroy collapse.

The same example refutes the converse of the general statement. One and the same box belongs to \(i=2\) with \(a=\tfrac12\) and to \(i=1\) with \(a=\tfrac23\), so equal curves do not prove equal critical sizes. The flux dependence of the density can separate the two cases. At fixed temperature and coverage the laws above give \(N\propto F^{1/3}\) for \(i=1\) and \(N\propto F^{1/2}\) for \(i=2\).

## A check without an assumed capture law

The proof takes \(C\) to be independent of temperature. In a lattice simulation capture follows from the random walks themselves. Adatoms hop on a triangular lattice of \(1024\times1024\) sites up to 0.2 ML. Each island occupies one site whatever its size, which keeps the morphology fixed, and two adatoms that meet form a stable island. Unlike in the rate equations, an atom that lands directly on an island site is included and joins that island.

Between 134 K and 142 K the number of hops per deposited monolayer rises by a factor of 3.2 and \(S\) from 11.7 to 16.5 atoms. The distance between the scaled curves is 0.017.

For contrast, let each hop at 142 K pin the adatom permanently with probability 0.002. Single atoms then act as nuclei, which is \(i=0\); 94% of the islands start this way. The new curve lies 0.069 and 0.074 from the two \(i=1\) curves, at least three times the gap caused by temperature and well above the sampling limits of about 0.02.

The pinned islands are small, \(S=5.90\), so a control with \(i=1\) and nearly equal mean size is needed. At 119 K, \(S=5.87\), and the distance is 0.102. A different mean size is therefore not the whole cause of the contrast. Most of this gap, however, comes from the different smallest islands, one atom against two: it lies at the lower end of the curves, where one-atom islands exist only for \(i=0\). It is therefore not a measure of how far the two curves would differ at large \(S\). At such small \(S\) the \(i=1\) curve itself has not converged: its share below \(S/2\) is 0.162, against 0.184 at 134 K, and the 119 K and 134 K curves lie about 0.06 apart, nearly as far as the pinned curve lies from the 134 K curve. Between 134 K and 142 K the density falls as \(R^{-0.29}\) rather than \(R^{-1/3}\), so these runs have not reached the leading law. The simulation supports collapse for point islands within these limits; it does not test how real island shapes respond to temperature.

## Values computed for the example and the checks

```
barrier 0.24 eV, dimer bond 0.3 eV
attempt frequency 1e+13 1/s, flux 0.1 ML/s
coverage 0.1 ML, mean capture number 5.0
r = dimer break-up rate / dimer growth rate
distance = largest gap of cumulative curves
180 K: D/F 5.504e+06, N 2.157e-03 per site
  S 46.4 atoms, n1 1.66e-05, r 1.53e-04
  distance to triangle 0.0212, to box 0.1003
  share below S/2 0.300, above 2S 0.100
210 K: D/F 5.020e+07, N 1.044e-03 per site
  S 95.8 atoms, n1 3.79e-06, r 1.09e-02
  distance to triangle 0.0111, to box 0.1024
  share below S/2 0.302, above 2S 0.102
270 K: D/F 9.563e+08, N 2.842e-04 per site
  S 351.8 atoms, n1 7.35e-07, r 2.27e+00
  distance to triangle 0.0424, to box 0.0688
  share below S/2 0.269, above 2S 0.069
330 K: D/F 6.239e+09, N 6.901e-05 per site
  S 1449.0 atoms, n1 4.64e-07, r 3.76e+01
  distance to triangle 0.0824, to box 0.0289
  share below S/2 0.252, above 2S 0.029
350 K: D/F 1.011e+10, N 4.685e-05 per site
  S 2134.5 atoms, n1 4.22e-07, r 7.55e+01
  distance to triangle 0.0874, to box 0.0239
  share below S/2 0.251, above 2S 0.024
triangle: below S/2 0.306, above 2S 0.111
box: below S/2 0.250, above 2S 0.000
distance 180-210 K 0.0111, 330-350 K 0.0050
distance 210-330 K 0.0735
distance triangle-box 0.1111
trimer break-up / growth at 350 K 0.0081
180 K: law N 2.152e-03 per site; exponent of N 0.3559, law 0.3593
210 K: law N 1.046e-03 per site; exponent of N 0.3435, law 0.3455
330 K: law N 6.965e-05 per site; exponent of N 0.2528, law 0.2500
350 K: law N 4.707e-05 per site; exponent of N 0.2515, law 0.2500
330 K, bond 0.6 eV, a=1/2: S 471.9 atoms, r 3.0e-03, exponent 0.3354
  distance to triangle 0.0051, to box 0.1075
330 K, bond 0.6 eV, a=2/3: S 471.8 atoms, r 2.3e-03, exponent 0.3355
  distance to triangle 0.0866, to box 0.0246
lattice: 1024 x 1024 sites, coverage 0.2 ML
134 K, i=1: hops per ML 9.409e+04, islands 17781
  N 1.696e-02 per site, S 11.74 atoms, below S/2 0.184
142 K, i=1: hops per ML 3.034e+05, islands 12723
  N 1.213e-02 per site, S 16.46 atoms, below S/2 0.186
142 K, i=0: hops per ML 3.034e+05, islands 35493
  N 3.385e-02 per site, S 5.90 atoms, below S/2 0.249
119 K, i=1: hops per ML 6.851e+03, islands 34803
  N 3.319e-02 per site, S 5.87 atoms, below S/2 0.162
pinning probability per hop 0.002, pinned nuclei 0.942
lattice distance, i=1 at 134 and 142 K 0.0174
lattice distance, i=0 to i=1 at 134 K 0.0687, sampling limit 0.0179
lattice distance, i=0 to i=1 at 142 K 0.0742, sampling limit 0.0201
lattice distance, i=0 to i=1 at 119 K 0.1021, sampling limit 0.0147
```
